# Why Four-Probe Spacing Separates Surface from Bulk Conduction

## One source, two ways of spreading

Let a steady current $I$ enter a very large, thin conducting sheet at one point and flow outwards equally in all directions. At distance $r$ it crosses a circle of length $2\pi r$, so the current per unit length is $I/(2\pi r)$. Ohm's law in the sheet equates this to $g$ times the electric field, where $g$ is the sheet conductance. With $\phi$ the potential,

$$-\frac{d\phi}{dr}=\frac{I}{2\pi g r},\qquad \phi(r)-\phi(2r)=\int_r^{2r}\frac{I\,dr'}{2\pi g r'}=\frac{I\ln 2}{2\pi g}.$$

The voltage between $r$ and $2r$ does not depend on $r$. A larger ring offers a longer path, but it is wider in the same proportion.

Now let the current enter a half-space of conductivity $\sigma$ at a point on its insulating surface. It crosses hemispheres of area $2\pi r^2$, so

$$-\frac{d\phi}{dr}=\frac{I}{2\pi\sigma r^2},\qquad \phi(r)-\phi(2r)=\frac{I}{2\pi\sigma}\left(\frac1r-\frac1{2r}\right)=\frac{I}{4\pi\sigma r}.$$

Doubling all lengths doubles the path but quadruples the cross-section, so the voltage is halved. This difference in geometry is what a change of probe spacing detects.

The equations are in atomic units, with $g$ in $e^2/\hbar$ and resistance in $\hbar/e^2$. Ohm's law and charge conservation contain neither $e$ nor $\hbar$ separately, so the same formulas hold in SI units, which the example uses.

## From one source to four probes

Place four point contacts on a line at $0,\,s,\,2s,\,3s$, far from all edges. Current $I$ enters at the first and leaves at the fourth. An ideal voltmeter reads $V$ between the second and third; it draws no current, so the resistance of those two contacts causes no voltage drop. Define $R=V/I$.

The equations are linear, so the potentials of the source and the sink add, the sink with a minus sign. The second probe is at distance $s$ from the source and $2s$ from the sink; for the third the distances are exchanged:

$$V=[\phi(s)-\phi(2s)]-[\phi(2s)-\phi(s)]=2[\phi(s)-\phi(2s)].$$

An additive constant in $\phi$ cancels. This matters for the sheet, where the potential of a single source is logarithmic and cannot be set to zero at infinity. Inserting the two voltages found above gives

$$R_{\rm sheet}=\frac{\ln2}{\pi g},\qquad R_{\rm half}=\frac{1}{2\pi\sigma s}.$$

The sheet law was tested on a square network of 301 by 301 nodes with four actual probes. For spacings of 4 and 8 cells, the computed resistance was 1.008 and 1.007 times the formula. The small excess contains the effects of the lattice and of the finite square.

## A conducting surface on a conducting solid

A real sample may have both channels, and current can pass between them. Let the solid fill $z<0$, with the conducting sheet at $z=0$ in perfect ohmic contact with it. Both are uniform and isotropic.

Consider a small patch of the surface. The source supplies $I\delta^2(\mathbf r)$ per unit area. The sheet current is $-g\nabla_\parallel\phi$, so its divergence removes $-g\nabla_\parallel^2\phi$. The upward current density in the solid is $-\sigma\,\partial_z\phi$, so the downward flow removes $+\sigma\,\partial_z\phi$. In the steady state

$$-g\nabla_\parallel^2\phi+\sigma\frac{\partial\phi}{\partial z}=I\delta^2(\mathbf r)\quad\text{at } z=0,$$

while $\nabla^2\phi=0$ inside the solid. An axially symmetric solution that decays with depth is a sum of Bessel functions,

$$\phi(r,z)=\int_0^\infty A(k)J_0(kr)e^{kz}\,k\,dk .$$

Each term obeys Laplace's equation because $\nabla_\parallel^2J_0(kr)=-k^2J_0(kr)$, while two $z$-derivatives give $+k^2$. The source has the expansion $\delta^2(\mathbf r)=(1/2\pi)\int_0^\infty J_0(kr)\,k\,dk$, which is the plane-wave expansion averaged over angle. Equating coefficients,

$$(gk^2+\sigma k)A(k)=\frac{I}{2\pi}.$$

The bracket holds the explanation in compact form. For a potential pattern of wavenumber $k$, the sheet removes current in proportion to $gk^2$ and the solid in proportion to $\sigma k$. Their ratio is $gk/\sigma$. An array of spacing $s$ responds mainly to $k\sim1/s$, so the ratio is about $L/s$, with

$$L=\frac g\sigma .$$

Spacings well below $L$ read the surface, and spacings well above $L$ read the solid.

## The full curve

At the surface,

$$\phi(r)=\frac{I}{2\pi}\int_0^\infty\frac{J_0(kr)\,dk}{\sigma+gk}=\frac{I}{2\pi g}f(r/L),\qquad f(y)=\int_0^\infty\frac{J_0(u)\,du}{u+y},$$

where $u=kr$. To simplify $f$, write $1/(u+y)=\int_0^\infty e^{-(u+y)t}dt$ and integrate over $u$ first. Since $J_0(u)$ is the average of $e^{iu\cos\theta}$ over $\theta$,

$$\int_0^\infty J_0(u)e^{-ut}du=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{t-i\cos\theta}=\frac1{2\pi}\int_0^{2\pi}\frac{t\,d\theta}{t^2+\cos^2\theta}=\frac1{\sqrt{1+t^2}}.$$

The imaginary part drops out because $\cos\theta$ takes opposite values equally often. Hence, with $x=s/L$,

$$f(y)=\int_0^\infty\frac{e^{-yt}}{\sqrt{1+t^2}}dt,\qquad R=\frac{f(x)-f(2x)}{\pi g}.$$

**Short spacing.** Replace $1/\sqrt{1+t^2}$ by $1/t$ and subtract the error made:

$$f(x)-f(2x)=\int_0^\infty\frac{e^{-xt}-e^{-2xt}}t\,dt-\int_0^\infty(e^{-xt}-e^{-2xt})\left[\frac1t-\frac1{\sqrt{1+t^2}}\right]dt .$$

The first integral is $\int_x^{2x}da\int_0^\infty e^{-at}dt=\int_x^{2x}da/a=\ln2$. In the second, the bracket falls as $1/(2t^3)$, so for small $x$ the exponentials may be expanded to $xt$. This leaves

$$x\int_0^\infty\left[1-\frac t{\sqrt{1+t^2}}\right]dt=x\left[t-\sqrt{1+t^2}\right]_0^\infty=x .$$

Therefore

$$R\simeq\frac{\ln2}{\pi g}\left(1-\frac{s}{L\ln2}\right),\qquad s\ll L .$$

The plateau is approached slowly: even at $s=L/10$ the resistance is still 12% below it (the first-order term alone gives 14%).

**Long spacing.** For large $y$ the exponential confines $t$ to small values, where $1/\sqrt{1+t^2}\simeq1-t^2/2$. Then $f(y)\simeq1/y-1/y^3$, and

$$f(x)-f(2x)\simeq\frac1{2x}-\frac7{8x^3},\qquad R\simeq\frac1{2\pi\sigma s}\left(1-\frac{7L^2}{4s^2}\right),\qquad s\gg L,$$

where $gx=\sigma s$ was used. No term of relative order $L/s$ appears. In the $k$ integral such a term would come from $1/(\sigma+gk)\simeq1/\sigma-gk/\sigma^2$. Its second part gives $\int J_0(kr)\,k\,dk$, a delta function at the source, which the voltage probes do not see. The half-space law is therefore reached faster than the sheet law.

The current still in the sheet at radius $r$ is $-2\pi rg\,\phi'(r)$. As a share of $I$ it is

$$-yf'(y)=y\int_0^\infty\frac{t\,e^{-yt}}{\sqrt{1+t^2}}dt=\int_0^\infty\frac{v\,e^{-v}}{\sqrt{y^2+v^2}}dv,\qquad y=\frac rL,$$

with $v=yt$. It tends to 1 for $r\ll L$ and to $L/r$ for $r\gg L$. Current enters the sheet and leaks into the solid over a distance of order $L$.

It is tempting to add the two limiting conductances, $1/R\approx\pi g/\ln2+2\pi\sigma s$. This treats the channels as separate resistors, although they exchange current all along the surface. Over $s/L$ from $10^{-3}$ to $10^3$, the largest error is $-9\%$ relative to the coupled result, near $s/L=2.2$. The sum is a usable interpolation.

## When the solid is thin or the interface resists

Let the solid have thickness $h$ and an insulating bottom. Let the interface have specific resistance $r_c$ (resistance times area), so that a current density $j$ through it needs a voltage $r_cj$. Inside the solid the pattern is now proportional to $\cosh k(z+h)$, whose slope vanishes at the bottom. At the top, $j=\sigma k\tanh(kh)\,\phi_{\rm solid}$. The sheet potential is $\phi_{\rm solid}+r_cj$, so the solid and interface together remove $j=Y\phi_{\rm sheet}$, with

$$\frac1Y=r_c+\frac1{\sigma k\tanh kh},\qquad R=\frac1\pi\int_0^\infty\frac{J_0(ks)-J_0(2ks)}{gk^2+Y}\,k\,dk .$$

For $g=\sigma=h=1$ and $r_c=2$, a direct numerical solution of current conservation agreed with this formula to about 0.01% at $s=0.25$, 1 and 4.

Take $r_c=0$ and $s\gg h$. The important $k\sim1/s$ satisfy $kh\ll1$, so $\tanh kh\simeq kh$ and $Y\simeq\sigma hk^2$. The denominator becomes $(g+\sigma h)k^2$, that of a single sheet, and

$$R\to\frac{\ln2}{\pi(g+\sigma h)} .$$

Thus a constant resistance does not by itself prove surface conduction. A slab also gives a plateau once the spacing is much larger than its thickness, because its current can no longer spread downwards.

The first sign of finite thickness, for $L\ll h$ and $s\ll h$, comes from small $k$. There $J_0(ks)-J_0(2ks)\simeq\tfrac34k^2s^2$, and $1/Y$ exceeds its half-space value by $(\coth kh-1)/(\sigma k)$. Neglecting $gk^2$, and using $\coth kh-1=2/(e^{2kh}-1)$ with $u=2kh$,

$$\Delta R\simeq\frac{3s^2}{4\pi\sigma}\int_0^\infty k^2(\coth kh-1)\,dk=\frac{3s^2}{16\pi\sigma h^3}\int_0^\infty\frac{u^2du}{e^u-1}\simeq0.143\,\frac{s^2}{\sigma h^3},$$

the last integral being 2.404.

## A lead film on a semiconductor wafer

Consider a Pb film 1 nm thick on a p-type wafer at 300 K, with rough values $g=1$ mS, $\sigma=100$ S/m and $h=500$ µm. Then

$$L=\frac{10^{-3}\ {\rm S}}{100\ {\rm S/m}}=10\ \text{µm},\qquad R_{\rm sheet}=\frac{0.693}{\pi\times10^{-3}\ {\rm S}}=220.6\ \Omega .$$

At $s=100$ µm the half-space law gives $1/(2\pi\times100\times10^{-4})=15.9\ \Omega$.

A metal on a semiconductor can form a Schottky barrier of height $\Phi$. The thermionic law is $j=A^*T^2e^{-\Phi/k_BT}(e^{eV/k_BT}-1)$, where $A^*=4\pi em^*k_B^2/h_P^3$, $m^*$ is the hole mass and $h_P$ is Planck's constant. Its slope at zero voltage gives

$$r_c=\frac{k_B}{eA^*T}\,e^{\Phi/k_BT}.$$

With $m^*=0.8$ electron masses ($A^*=96$ A cm⁻² K⁻²), $r_c$ is $6.8\times10^{-6}$ Ω cm² for 0.2 eV and $1.7\times10^3$ Ω cm² for 0.7 eV. These are good to a factor of a few: $r_c$ scales as $1/A^*$, and image-force lowering of the 0.7 eV barrier, about 0.02 eV, would reduce its $r_c$ by a factor of about 2.5. The table gives $R$ in ohms for the ideal coupled model and for the wafer with each barrier. Everything but the barrier resistance is held fixed between the last two columns.

| $s$ (µm) | ideal | 0.2 eV | 0.7 eV |
|---:|---:|---:|---:|
| 0.3 | 211.9 | 213.1 | 220.6 |
| 1 | 195.0 | 196.1 | 220.6 |
| 10 | 100.0 | 100.3 | 220.6 |
| 100 | 15.66 | 15.77 | 220.6 |
| 1000 | 1.59 | 4.34 | 216.8 |

In the ideal column the logarithmic slope $d\ln R/d\ln s$ goes from $-0.04$ at 0.3 µm through $-0.54$ at 10 µm to $-1.00$ at 1000 µm. The sheet's share of the source current at $r=s$ falls from 97% through 54% to 1%.

With the 0.2 eV barrier, the 1000 µm reading departs from the half-space law. The spacing now exceeds the wafer thickness, and the reading is close to the slab value $0.693/[\pi(0.001+0.05)]=4.33\ \Omega$.

With the 0.7 eV barrier, the resistance hardly varies although the wafer conducts as well as before. The reason is the balance of $gk^2$ against $Y\le1/r_c$: leakage stays weak while $s\ll\sqrt{r_cg}$, which is here about 13 mm. At the spacings in the table and for this $r_c$, the sheet law then gives $g$ to within 2%, but the readings say almost nothing about $\sigma$. The margin is narrow at 1000 µm: at $s=0.1\sqrt{r_cg}$ the resistance is already 2.7% below the plateau.

Take the 0.2 eV readings at 1 and 100 µm, 196.1 and 15.77 Ω, as data. The two limiting laws give

$$g\approx\frac{0.693}{\pi\times196.1}=1.125\ {\rm mS},\qquad \sigma\approx\frac1{2\pi\times10^{-4}\times15.77}=100.9\ {\rm S/m}.$$

The first is 12.5% above the true value, because 1 µm is not short enough compared with $L$. Solving the ideal coupled formula for both unknowns gives $g=0.994$ mS and $\sigma=99.3$ S/m, each within 1% of the value put in. The figure for $g$ depends on the interface: with $r_c$ three or ten times larger, the same procedure gives 0.983 or 0.958 mS.

The remaining bias can be traced. At 100 µm the thickness formula predicts $\Delta R\simeq0.115\ \Omega$; the full formula gives 0.108 Ω, of which 0.105 Ω comes from the thickness and 0.003 Ω from the interface. At 1 µm it predicts only $10^{-5}\ \Omega$, so the excess of 1.1 Ω there comes from the interface, the other thing that differs from the ideal model. In atomic units the sheet plateau is $0.0537\,\hbar/e^2$ and the 100 µm reading is $0.00384\,\hbar/e^2$.

## How far the model can be trusted

The film and wafer values are round numbers for a plausible case, not data for one specimen; the conductance of such thin films depends strongly on their structure. A free-electron estimate from the assumed $g$, the film thickness and the valence-electron density of Pb gives a mean free path of 0.5 nm in this film, far below the smallest spacing, so a local Ohm's law is reasonable in a continuous film. A film broken into islands would need another description. For a single source of 1 µA with a contact radius of 20 nm, the ideal model puts the sheet potential at the contact edge near 1 mV. With the 0.7 eV barrier the current stays in the film over a longer distance, and the voltage across the interface there is about 2 mV for a single source; the sink of the array lowers it. Both values are small beside the thermal voltage of 26 mV, which supports a linear interface resistance.

The ohmic interface is an assumption that needs checking. In this example, raising the barrier from 0.2 to 0.7 eV changes the 100 µm reading from 15.8 to 220.6 Ω, a factor of 14. The barrier resistances are themselves rough, above all at 0.2 eV: for a hole mobility of 450 cm²/Vs the Fermi level lies about 0.19 eV above the valence edge (0.17 to 0.20 eV for density-of-states masses from 0.6 to 1.15), so the bands are nearly flat, little barrier region remains, and the thermionic law gives only an order of magnitude.

A spacing scan therefore separates the two channels under stated conditions: the spacings lie on both sides of $L$, the larger ones stay well below the wafer thickness and the distance to the edges, and the interface passes current freely on the scale of the array. For perfect contact, the fall from a plateau to a $1/s$ law then gives $g$ and $\sigma$ together. The model takes the solid as uniform up to the interface and the voltage probes as reading the film; on a real semiconductor, the $g$ so found also includes any conducting space-charge layer under the surface. A plateau alone leaves at least three possibilities: a surface layer read at $s\ll L$, a layer cut off from the solid by its interface, or a slab thinner than the spacing. A known thickness and an independent measurement of the interface resistance help to distinguish them.

## Computed results

```
INPUTS (rough typical values)
sheet conductance 1.00 mS; bulk conductivity 100 S/m
wafer 500 um; film 1.0 nm; T 300 K
hole mobility 450 cm2/Vs; mass 0.8 m_e; rel. permittivity 12
probe current 1.0 uA; contact radius 20 nm
Pb cubic cell edge 0.495 nm; valence 4
TESTS (numerical result / formula)
sheet network, s=4,8 cells: [1.0083 1.0067]
half-space, s=0.25,1,4: [0.9991 0.999  0.999 ]
coupled, s/L=0.25,1,4: [0.9999 0.9996 0.9992]
interface + slab, s=0.25,1,4: [1.     0.9999 1.    ]
small-s slope 1.4417; large-s coefficient 1.7483
slab plateau ratio at s/h=200: 1.00000
parallel sum: worst error -9.03 % at s/L=2.24
EXAMPLE
crossover length L 10.00 um; sheet plateau 220.64 ohm
R in ohm: half-space, coupled, then wafer with 0.2 and 0.7 eV barrier
slope = dlnR/dlns of coupled R; frac = sheet current share at r=s
  s/um  half-space  coupled   0.2eV    0.7eV    slope   frac
   0.3   5305.165   211.887  213.072  220.636   -0.038  0.9719
   1.0   1591.549   194.983  196.118  220.636   -0.111  0.9149
   3.0    530.516   160.468  161.272  220.635   -0.261  0.7895
  10.0    159.155    99.958  100.272  220.635   -0.544  0.5389
  30.0     53.052    46.908   46.976  220.628   -0.821  0.2772
 100.0     15.915    15.660   15.768  220.565   -0.970  0.0973
 300.0      5.305     5.295    6.058  220.140   -0.996  0.0332
1000.0      1.592     1.591    4.339  216.797   -1.000  0.0100
readings at 1 and 100 um: 196.118, 15.768 ohm
from limiting laws: g 1.1250 mS, sigma 100.94 S/m
from coupled law:   g 0.9944 mS, sigma 99.31 S/m
resistance unit hbar/e2: 4108.24 ohm
plateau 0.05371 hbar/e2; 100 um reading 0.003838 hbar/e2
NEGLECTED EFFECTS
barrier 0.2 eV: rc 6.842e-06 ohm cm2, sqrt(rc g) 0.827 um
barrier 0.7 eV: rc 1.717e+03 ohm cm2, sqrt(rc g) 13104.431 um
rc*sigma for 0.2 eV: 0.0684 um
kT 0.02585 eV; Fermi level above valence edge 0.1853 eV
holes 1.387e+16 cm-3; holes/band density 7.72e-04
Debye length 35.2 nm; depletion at 0.7 eV 222 nm
tunnelling energy E00 7.06e-04 eV
Pb film: kF 15.75 1/nm, mean free path 0.490 nm, product 7.72
contact edge: voltage 1.008 mV, field 7.96e-05 MV/cm
```
